\section*{Doppler Width of the 811.5 nm Argon Line in Sputtering}

\section{Problem}

A tunable diode laser crosses a sputtering chamber filled with argon. Its frequency is swept over the line at $\lambda=811.5$ nm, which is absorbed by argon atoms in a metastable level. The gas temperature is $T=300$ K.

\begin{enumerate}
\item Estimate the Doppler width of the line by scaling.
\item Calculate its full width at half maximum, in GHz.
\item Find how a measured width is turned into a gas temperature, and which effects in the chamber would falsify the reading.
\end{enumerate}

The question matters for film stress through the gas density. At fixed pressure a warmer gas is thinner, so energetic particles reach the growing film after fewer collisions, and their impacts influence the stress. The line width measures the temperature in this chain; it does not measure the stress.

The following assumptions define the Doppler width. The metastable atoms have a Maxwell velocity distribution at the gas temperature, which is uniform along the beam. The light is too weak to change the level populations. The plotted quantity is the absorption coefficient, and each atom at rest absorbs in a range much narrower than the Doppler width. There is no magnetic field. Widths are full widths in ordinary frequency $\nu$, not in angular frequency $2\pi\nu$. The value of $\lambda$ is taken as the vacuum wavelength, and the mass as that of argon-40, $m=39.9624$ u $=6.6359\times10^{-26}$ kg.

\section{First estimate by scaling}

An atom moving with velocity $u$ along the beam passes $u/\lambda$ wave crests per second more or fewer than an atom at rest. Its resonance is therefore shifted by about $u/\lambda$. The thermal energy sets the typical velocity,
\begin{equation}
s=\sqrt{\frac{kT}{m}}
=\sqrt{\frac{4.1419\times10^{-21}\ \mathrm{J}}{6.6359\times10^{-26}\ \mathrm{kg}}}
=249.8\ \mathrm{m/s}.
\end{equation}
Atoms move both with and against the light, so the line extends by about $s/\lambda$ to either side:
\begin{equation}
D_{\rm est}=\frac{2s}{\lambda}
=\frac{2\times249.8\ \mathrm{m/s}}{811.5\times10^{-9}\ \mathrm{m}}
=0.616\ \mathrm{GHz}.
\end{equation}
The estimate fixes the dependence on $T$, $m$ and $\lambda$, but not the numerical factor that belongs to half height.

\section{Exact solution within the model}

\subsection{Velocity along the beam}

The Maxwell distribution of the speed $v$ is
\begin{equation}
F(v)=\frac{4\pi v^2}{(2\pi s^2)^{3/2}}\,e^{-v^2/2s^2}.
\end{equation}
All directions are equally likely, so the cosine of the angle between velocity and beam is uniformly distributed from $-1$ to $1$. At given speed, $u=v\cos\theta$ is then uniformly distributed from $-v$ to $v$, with density $1/(2v)$. A given $u$ can come only from speeds $v\ge|u|$. Hence
\begin{align}
g(u)&=\int_{|u|}^{\infty}\frac{F(v)}{2v}\,dv
=\frac{2\pi}{(2\pi s^2)^{3/2}}\int_{|u|}^{\infty}v\,e^{-v^2/2s^2}\,dv\nonumber\\
&=\frac{2\pi s^2}{(2\pi s^2)^{3/2}}\,e^{-u^2/2s^2}
=\frac{1}{\sqrt{2\pi}\,s}\,e^{-u^2/2s^2}.
\end{align}
The integral was done with $v\,e^{-v^2/2s^2}=-s^2\,d(e^{-v^2/2s^2})/dv$. The factor $v^2$ that makes low speeds rare has gone: the most probable velocity along the beam is zero, and the line has its maximum at the rest frequency.

\subsection{From velocity to frequency}

Let $u>0$ mean motion in the direction of the light. The atom then sees a lowered frequency, and the laser must be tuned above $\nu_0=c/\lambda$ to be absorbed. For motion along the beam,
\begin{equation}
\nu=\nu_0\sqrt{\frac{1+u/c}{1-u/c}}
=\nu_0\left(1+\frac uc+\frac{u^2}{2c^2}+\dots\right).
\end{equation}
Here $u/c$ is about $10^{-6}$, so the quadratic term is negligible. Motion across the beam also enters at order $v^2/c^2$. To first order
\begin{equation}
\nu-\nu_0=\frac{\nu_0u}{c}=\frac u\lambda .
\end{equation}
The absorption coefficient at $\nu$ is proportional to the number of atoms with $u=\lambda(\nu-\nu_0)$. Relative to its peak it is
\begin{equation}
G(\nu)=\exp\left[-\frac{(\nu-\nu_0)^2}{2\sigma^2}\right],
\qquad \sigma=\frac s\lambda=0.308\ \mathrm{GHz}.
\end{equation}

\subsection{Half height}

Setting $G=1/2$ and taking the logarithm gives
\begin{equation}
\frac{(\nu-\nu_0)^2}{2\sigma^2}=\ln2,
\qquad |\nu-\nu_0|=\sigma\sqrt{2\ln2}.
\end{equation}
The full width is twice this distance:
\begin{equation}
D=2\sigma\sqrt{2\ln2}
=\frac1\lambda\sqrt{\frac{8\ln2\,kT}{m}} .
\label{eq:D}
\end{equation}
With $2\sqrt{2\ln2}=2.3548$ the width in velocity is $2.3548\times249.83=588.3$ m/s, and
\begin{equation}
D=\frac{588.3\ \mathrm{m/s}}{811.5\times10^{-9}\ \mathrm{m}}
=0.725\ \mathrm{GHz}.
\end{equation}
Since $\nu=c/\lambda$, a small interval obeys $|\delta\lambda|=\lambda^2|\delta\nu|/c$, so the width in wavelength is 1.59 pm.

A numerical test took the integral over $F(v)/(2v)$ by quadrature, searched for its half height and converted velocity to frequency with the square-root Doppler relation. It gave 0.72497 GHz, the same as Eq.~(\ref{eq:D}) to the five digits printed.

\section{Comparison of the two}

The ratio of the results is
\begin{equation}
\frac{D}{D_{\rm est}}=\frac{2\sigma\sqrt{2\ln2}}{2\sigma}=\sqrt{2\ln2}=1.177 .
\end{equation}
The estimate is thus 15\% below the full result. It is the full width at another height: at $|\nu-\nu_0|=\sigma$ the profile stands at $e^{-1/2}=0.61$ of its peak, not at one half. Both expressions vary as $\sqrt T$. At 600 K the width is $\sqrt2\times0.725=1.025$ GHz.

For thermometry the factor matters more, because the width enters squared. Solving Eq.~(\ref{eq:D}) for $T$,
\begin{equation}
T=\frac{m\lambda^2D^2}{8k\ln2}.
\label{eq:T}
\end{equation}
Reading a half-height width with the scaling formula would give a temperature too high by a factor $2\ln2=1.39$, or 416 K instead of 300 K.

A width of 0.72 GHz corresponds to 295.9 K by Eq.~(\ref{eq:T}), so that rounded value belongs to a gas at room temperature. If the width is wrong by $\delta D$,
\begin{equation}
\frac{\delta T}{T}=\frac{(D+\delta D)^2-D^2}{D^2}
=\frac{2\,\delta D}{D}+\left(\frac{\delta D}{D}\right)^2 .
\end{equation}
For $\delta D=0.01$ GHz this is 8.3 K, nearly all of it from the linear term.

\section{What can falsify the temperature}

\subsection{Plotting the absorbed fraction}

Let $\tau$ be the optical depth at line centre. The transmitted fraction is $e^{-\tau G}$, and its negative logarithm is proportional to $G$. If the absorbed fraction $1-e^{-\tau G}$ is plotted instead, the centre is flattened and the curve looks wider. Half of its peak is reached at $G=G_h$, where
\begin{equation}
1-e^{-\tau G_h}=\tfrac12\left(1-e^{-\tau}\right)
\quad\Rightarrow\quad
G_h=-\frac1\tau\ln\frac{1+e^{-\tau}}2 .
\end{equation}
At the edges of an apparent full width $W$ the Gaussian is $G_h=\exp[-(W/2)^2/2\sigma^2]$. Since $D^2=8\sigma^2\ln2$, the exponent is $-\ln2\,W^2/D^2$, and
\begin{equation}
W=D\sqrt{\frac{\ln(1/G_h)}{\ln2}} .
\end{equation}
For $\tau=0.5$ one finds $G_h=0.438$ and $W=0.791$ GHz, which would be read as 357 K. For small $\tau$, expansion gives $G_h\approx\frac12-\tau/8$, hence $\ln(1/G_h)\approx\ln2+\tau/4$. The relative error in temperature is then $\tau/(4\ln2)=0.36\,\tau$. Without a magnetic field, taking the logarithm of the transmission removes this error, provided the light is weak and the light emitted by the plasma has been subtracted; a background of 5\% of the laser signal raises the reading to 327 K at $\tau=2$. With a field along the beam, the two circular parts of linearly polarised light are absorbed differently, and the logarithm of their summed transmission is in general no longer proportional to the absorption coefficient.

\subsection{Magnetic field}

A magnetron holds its electrons near the target with a magnetic field, which splits the line. Take the field $B$ along the beam, linearly polarised light, an optically thin gas and equal populations of the lower magnetic states $m_J=-2,\dots,2$. The lower level has $L=1$, $S=1$, $J=2$ and the upper one $L=2$, $S=1$, $J=3$. In both, $J=L+S$. In the state of largest $m_J$ the orbital and spin projections are $L$ and $S$, so with a spin factor of 2 the Land\'e factor is $(L+2S)/J$: $3/2$ below and $4/3$ above.

Linearly polarised light is an equal mixture of the two circular senses. One sense raises $m_J$ by one, with the shift
\begin{equation}
a_{m_J}=\left[\tfrac43(m_J+1)-\tfrac32m_J\right]\frac{\mu_BB}{h}
=\left(\tfrac43-\tfrac{m_J}6\right)\frac{\mu_BB}{h},
\end{equation}
where $\mu_B/h=14.0$ GHz/T. The other sense gives the mirror image.

The strengths follow from counting. The angular momenta 2 (atom) and 1 (photon) combine to their largest sum, 3. Such a state is the symmetric state of six spins one half, four of them making up the 2 and two making up the 1. With $4+m_J$ spins up there are $\binom{6}{4+m_J}$ equally weighted arrangements. In $\binom{4}{2+m_J}$ of them both photon spins are up. The relative strength is therefore
\begin{equation}
w_{m_J}=\frac{\binom{4}{2+m_J}}{\binom{6}{4+m_J}}
=\frac{4!\,(4+m_J)!}{6!\,(2+m_J)!}
=\frac{(m_J+3)(m_J+4)}{30}.
\end{equation}
From $m_J=2$ down to $-2$ the weights are in the ratio $30:20:12:6:2$ and the shifts are $6,7,8,9,10$ sixths of $\mu_BB/h$. The mean shift of one sense is $490/(6\times70)=7/6$, and the mean square is $3514/(36\times70)=1.394$, in units of $\mu_BB/h$ and its square.

In weak field, let $P(x)$ be the Gaussian of unit area in $x=\nu-\nu_0$. The two senses together are symmetric, so the first-order term cancels on averaging:
\begin{equation}
\langle P(x-a)\rangle\approx P+\tfrac12\langle a^2\rangle\frac{d^2P}{dx^2}
=P+\langle a^2\rangle\frac{\partial P}{\partial(\sigma^2)} .
\end{equation}
The last step uses $\partial P/\partial(\sigma^2)=\frac12\,d^2P/dx^2$, which holds for a Gaussian of fixed area. To this order the field replaces $\sigma^2$ by $\sigma^2+\langle a^2\rangle$, and the apparent temperature is
\begin{equation}
T_{\rm app}\approx T\left[1+1.394\left(\frac{\mu_BB}{h\sigma}\right)^2\right].
\end{equation}
At 1 mT the correction is $1.394\,(0.0140/0.308)^2=0.0029$, or 0.9 K. At 10 mT the formula gives 386 K, while the sum over all components gives a width of 0.844 GHz and 407 K: the shifts are no longer small beside $\sigma$.

At 30 mT the two senses are centred at $\pm\frac76\times0.42=\pm0.49$ GHz. Two equal Gaussians at $\pm a$ have a minimum between them when $a>\sigma$, because the curvature at the centre is proportional to $a^2/\sigma^2-1$. The spread within each sense, $\sqrt{1.394-(7/6)^2}\times0.42=0.08$ GHz, is small beside $\sigma$, so the line is split in two. Its outer full width is 1.72 GHz, which Eq.~(\ref{eq:T}) would turn into a meaningless 1700 K. The double peak shows that the equation does not apply. A single peak does not show the opposite: the dip appears only near 20 mT, while the single-peaked line at 15 mT already reads 607 K.

\subsection{Width of the single atom}

The upper level decays at a rate of roughly $3.3\times10^7$ s$^{-1}$. Divided by $2\pi$, this gives a natural full width of about 5.3 MHz; the decay of the metastable lower level is neglected. With a rough pressure coefficient of 20 MHz/Torr, collisions add 0.1 MHz at 5 mTorr. Folding this Lorentzian with the Gaussian gives 0.728 GHz, an excess of 3 MHz that raises the reading by about 2 K.

Stronger light broadens the single-atom line. In a steady two-level model with saturation parameter $S$, let $y$ be the detuning in natural half widths. The population difference is reduced by $1/[1+S/(1+y^2)]$, so the absorption varies as
\begin{equation}
\frac{1}{1+y^2}\,\frac{1}{1+S/(1+y^2)}=\frac1{1+S+y^2}.
\end{equation}
The single-atom width grows by $\sqrt{1+S}$. In an optically thin gas the total is 0.729 GHz even at $S=1$, since the Doppler part dominates. At finite depth the light weakens more at line centre, so the centre is less saturated than the wings and the logarithm of the transmission becomes too narrow. For $S=1$ at entry it gives 0.718 GHz (294 K) at an unsaturated depth of 0.5 and 0.695 GHz (276 K) at a depth of 2.

\subsection{Atoms that do not share one temperature}

If half of the absorbing atoms on the beam are at 300 K and half at 400 K, the width is 0.774 GHz and the reading 342 K. The mean square velocity would give 350 K. The two differ because a sum of unequal Gaussians is not a Gaussian, and the colder part, with its higher peak, counts for more at the centre.

Metastable atoms are made by electron impact, which gives them a recoil. An electron of 20 eV that spends 11.55 eV on the excitation transfers most momentum when it is thrown straight back. The recoil velocity is then the sum of its momenta before and after, divided by $m$, or 60 m/s. Adding this in quadrature to 250 m/s for every atom would give 0.746 GHz, 3\% above $D$. This is a rough size for the strongest effect at that electron energy. Other scattering angles and directions give less recoil along the beam (0.732 GHz for backscattered electrons arriving from all directions), and later collisions with the gas reduce it; faster electrons can transfer more.

\section{The numbers beside a real chamber}

A pressure of 5 mTorr is in the usual range for magnetron sputtering. A gas temperature of 300 K suits a weak discharge; at high power the gas near the target can be considerably hotter. Fields of some tens of mT are typical close to the target, and much smaller ones near the substrate. Of the effects sized above, a field is therefore the one to examine first when the beam passes close to the target. With the beam along the field and an optically thin gas, it moves the reading by about 1 K at 1 mT and by about 107 K at 10 mT. The gas need not be thin on this line. With the decay rate $A=3.3\times10^7$ s$^{-1}$, the peak cross-section is $(\lambda^2/8\pi)\,(7/5)\,A/(\sqrt{2\pi}\,\sigma)=1.6\times10^{-15}$ m$^2$, so a metastable density of, for example, $10^{16}$ m$^{-3}$ over 10 cm gives $\tau\approx1.6$. At 10 mT the logarithm of the summed transmission then no longer reads 407 K. With $\tau$ the depth at zero field, it reads about 383 K at $\tau=0.5$, 335 K at $\tau=1.5$ and 273 K at $\tau=3$, so the optical depth must be known together with the field. The geometry matters: with the beam across the field and the light polarised along the field, $m_J$ does not change, the components move by only $-m_J/6$ in units of $\mu_BB/h$, and the reading at 10 mT rises by only about 3 K. The rise grows roughly as $B^2$, to about 26 K at 30 mT and 75 K at 50 mT, so this geometry reduces the error near the target without removing it. A beam near the substrate avoids this error if the field there has been measured and found small, but it gives the temperature only there and not that of the possibly hotter gas near the target.

At 5 mTorr and 300 K the gas density is $n=p/kT=1.6\times10^{20}$ m$^{-3}$. For hard spheres of diameter $d=0.36$ nm, a rough value for argon, the mean free path is
\begin{equation}
\ell=\frac1{\sqrt2\,\pi d^2n}=1.1\ \mathrm{cm},
\end{equation}
and at 600 K and the same pressure it is 2.2 cm. On a path of several centimetres from target to film, this halves the mean number of collisions in the hard-sphere model. Sputtered atoms and fast reflected atoms have other cross-sections, so the centimetre values are only a guide for them. How far the stress responds depends on the film material, its temperature and the energies of the arriving particles, none of which the line width supplies.

The same length justifies treating the atoms as free. Collisions that change an atom's velocity narrow a Doppler line noticeably unless the free path is much longer than $\lambda/2\pi=0.13\ \mu$m. Here the mean free path is nearly $10^5$ times longer.

Two choices of input have little effect. If 811.5 nm is the wavelength in air, the vacuum value is longer by a factor of about 1.00027 and $D$ falls by 0.03\%. The rare isotope argon-36 has a Doppler width of 0.764 GHz, but it makes up well under 1\% of natural argon.

The instrument matters more. A grating spectrometer that resolves 10 pm has a resolution of $c\,\delta\lambda/\lambda^2=4.55$ GHz, six times the Doppler width, so the line shape it records is mainly its own. A diode laser is suitable if its line width and the error of its frequency scale are small beside 0.725 GHz. By the error formula above, a frequency scale wrong by 1\% changes the temperature by 2\%, or 6 K. Most of these values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
wavelength: 811.5 nm
gas temperature: 300 K
argon-40 mass: 39.9624 u
argon-40 mass in SI: 6.6359e-26 kg
kT: 4.1419e-21 J
rms velocity along beam: 249.83 m/s
full width in velocity: 588.31 m/s
line frequency: 369.43 THz
Doppler full width, formula: 0.72497 GHz
Doppler full width, quadrature: 0.72497 GHz
width in wavelength: 1.592 pm
standard deviation of line: 0.3079 GHz
T for width 0.72 GHz: 295.9 K
width at 600 K: 1.025 GHz
assumed width error: 0.01 GHz
T error, exact inversion: 8.333 K
T error, linear rule: 8.276 K
pressure (rough): 5 mTorr
decay rate (rough): 3.3e+07 1/s
natural full width: 5.25 MHz
pressure coefficient (rough): 20 MHz/Torr
collision full width: 0.1 MHz
Voigt full width: 0.7278 GHz
Voigt width, saturation parameter 1: 0.729 GHz
peak optical depth: 0.5 (no unit)
width of absorbed fraction: 0.791 GHz
T misread from absorbed fraction: 357 K
Bohr magneton over h: 14 GHz/T
width in 1 mT: 0.726 GHz
T misread in 1 mT: 300.9 K
width in 10 mT: 0.8444 GHz
T misread in 10 mT: 406.9 K
width in 30 mT: 1.72 GHz
T misread in 30 mT: 1689 K
second temperature on beam: 400 K
width, equal columns at both T: 0.7738 GHz
T read from mixed columns: 341.8 K
electron energy (rough): 20 eV
excitation energy (rough): 11.55 eV
largest electron recoil: 60.1 m/s
width with that recoil in quadrature: 0.746 GHz
gas density: 1.61e+20 1/m3
atomic diameter (rough): 0.36 nm
mean free path at 300 K: 1.1 cm
mean free path at 600 K: 2.2 cm
wavelength over 2 pi: 0.13 um
air refractive index (rough): 1.00027 (no unit)
width if 811.5 nm is in air: 0.72478 GHz
argon-36 Doppler width: 0.7642 GHz
spectrometer resolution (rough): 10 pm
same resolution in frequency: 4.55 GHz
\end{verbatim}
